**Shear constant of a diamond lattice from energies and from a sound wave**

For pure shear $e_{xy}=e_{yx}=e$ of an unstressed cubic crystal, the energy density is $u=2C_{44}e^2=\tfrac12C_{44}g^2$, where $g=2e$ is the Voigt strain. The program fits energies of a Keating model, with bond stretching $\alpha$, bond bending $\beta$ and rough parameters for diamond. It asserts that the correct reading of the fit agrees with $C_{44}$ from a transverse sound wave, and that fitting $u=\tfrac12Ke^2$ gives $K=4C_{44}$. The output shows $C_{44}=575.86$ GPa and $K=2303.43$ GPa. Further assertions cover the four equal entries of the energy Hessian, the shear stress, simple shear, the sublattice shift, and the closed formulas for relaxed and clamped atoms. The program also asserts that, under residual isotropic stress $s$, symmetric and simple shear give apparent constants that differ by $s/2$. The printed vibrational energy density at 300 K is about 1 % of $C_{44}$; it indicates the scale of the neglected nuclear motion, not a computed correction.

## Numerical check

```python
"""
Result under test: for pure shear e_xy = e_yx = e of an unstressed cubic
crystal, energy density u = 2*C44*e^2 = (1/2)*C44*(2e)^2.
Fitting u = (1/2)*K*e^2 therefore gives K = 4*C44.
Model: diamond lattice with Keating bond stretching (alpha) and bending (beta).
F = deformation gradient, w = relative shift of the two sublattices,
g = 2e = Voigt (engineering) shear. Internal units: eV, angstrom.
The reference C44 comes from the transverse sound wave, which uses no strain.
"""
import itertools
import numpy as np
from scipy import constants as sc

GPA = sc.e / 1e-30 / 1e9             # eV/angstrom^3 to GPa
NM = 1e-20 / sc.e                    # N/m to eV/angstrom^2
a = 3.57                             # lattice constant, angstrom
alpha_si, beta_si = 130.0, 85.0      # N/m, rough values for diamond
alpha, beta = alpha_si * NM, beta_si * NM
mass = 12.011 * sc.atomic_mass       # kg
V0 = a**3 / 4                        # two-atom cell
d2 = 3 * a**2 / 16                   # squared bond length
T = a / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
PAIRS = list(itertools.combinations(range(4), 2))
J1, J2 = np.array(PAIRS).T
KB = 3 * alpha / (8 * d2)            # per bond
KA = 3 * beta / (8 * d2)             # per bond angle at one atom
I3 = np.eye(3)


def cell_energy(F, relax=True, cubic=0.0):
    """Energy per cell (eV) and sublattice shift; each angle occurs at two atoms."""
    w = np.zeros(3)
    for _ in range(40 if relax else 0):
        r = T @ F.T + w
        sb = np.sum(r * r, axis=1) - d2
        sa = np.sum(r[J1] * r[J2], axis=1) + d2 / 3
        jb, ja = 2 * r, r[J1] + r[J2]
        grad = jb.T @ (KB * (2 * sb - 3 * cubic * sb**2 / d2))
        grad = grad + ja.T @ (4 * KA * sa)
        hess = 2 * KB * jb.T @ jb + 4 * KA * ja.T @ ja
        w = w - np.linalg.solve(hess, grad)
    r = T @ F.T + w
    sb = np.sum(r * r, axis=1) - d2
    sa = np.sum(r[J1] * r[J2], axis=1) + d2 / 3
    energy = KB * np.sum(sb**2 * (1 - cubic * sb / d2)) + 2 * KA * np.sum(sa**2)
    return energy, w


def grad_xy(xy, yx):
    F = np.eye(3)
    F[0, 1], F[1, 0] = xy, yx
    return F


def force_matrix(q):
    """Force-constant matrix of a plane wave; eigenvalues are mass*omega^2."""
    D = np.zeros((6, 6), complex)
    ph = np.exp(1j * T @ q)

    def add(K, on_A, on_B):
        v = np.concatenate([on_A, on_B])
        D[:] += 2 * K * np.outer(v.conj(), v)

    for j in range(4):
        add(KB, -2 * T[j], 2 * T[j] * ph[j])
    for j, k in PAIRS:
        both = T[j] + T[k]
        cross = T[j] * ph[k] + T[k] * ph[j]
        add(KA, -both, cross)
        add(KA, -cross.conj(), both)
    return D


# Reference constant from the transverse wave along a cube edge
q = 0.002
lam = np.linalg.eigvalsh(force_matrix(np.array([q, 0, 0])))
assert abs(lam[0] / lam[1] - 1) < 1e-5
C_wave = 2 * lam[0] / (V0 * q**2) * GPA
omega = np.sqrt(lam[0] / NM / mass)
v_wave = omega / (q * 1e10)

# Energy-strain fit
strains = np.linspace(-0.01, 0.01, 9)


def fit_coefficient(relax=True, cubic=0.0):
    u = np.array([cell_energy(grad_xy(e, e), relax, cubic)[0]
                  for e in strains]) / V0 * GPA
    x = strains / 0.01
    coef = np.linalg.lstsq(np.column_stack([x**2, x**4]), u, rcond=None)[0]
    return coef[0] / 0.01**2, u


A, u_data = fit_coefficient()
K_wrong, C_fit = 2 * A, A / 2
assert np.allclose(u_data, u_data[::-1], rtol=1e-8, atol=1e-12)
assert abs(C_fit / C_wave - 1) < 1e-4
assert abs(K_wrong / C_wave - 4) < 4e-4

# Closed forms for relaxed and clamped atoms
C_formula = 4 * alpha * beta / (a * (alpha + beta)) * GPA
C_clamped = fit_coefficient(relax=False)[0] / 2
assert abs(C_formula / C_wave - 1) < 1e-4
assert abs(C_clamped / ((alpha + beta) / a * GPA) - 1) < 1e-4
e1 = 0.01
E_pure, shift = cell_energy(grad_xy(e1, e1))
shift_formula = -e1 * a / 2 * (alpha - beta) / (alpha + beta)
assert abs(shift[2] / shift_formula - 1) < 1e-2

# Four equal terms in the tensor sum, by mixed finite differences
h = 1e-3
H = np.zeros((2, 2))
for i, j in itertools.product(range(2), repeat=2):
    for si, sj in itertools.product((1, -1), repeat=2):
        p = np.zeros(2)
        p[i] += si * h
        p[j] += sj * h
        H[i, j] += si * sj * cell_energy(grad_xy(*p))[0]
H *= GPA / (4 * h**2 * V0)
assert np.allclose(H, C_wave, rtol=1e-3)

# Simple shear g = 2e has the same leading energy
E_simple = cell_energy(grad_xy(2 * e1, 0))[0]
assert abs(E_simple / E_pure - 1) < 2e-3

# Shear stress from an added small simple shear of the strained crystal
F1 = grad_xy(e1, e1)
t = 1e-5
dE = (cell_energy(grad_xy(t, 0) @ F1)[0]
      - cell_energy(grad_xy(-t, 0) @ F1)[0]) / (2 * t)
stress = dE / (V0 * np.linalg.det(F1)) * GPA
du_de = (cell_energy(grad_xy(e1 + t, e1 + t))[0]
         - cell_energy(grad_xy(e1 - t, e1 - t))[0]) / (2 * t * V0) * GPA
assert abs(stress / (2 * C_wave * e1) - 1) < 2e-3
assert abs(du_de / (2 * stress) - 1) < 2e-3

# Residual stress: reference cell stretched by 0.5 percent
stretch = 1.005
V1 = V0 * stretch**3
s0 = (cell_energy((1 + t) * stretch * I3)[0]
      - cell_energy((1 - t) * stretch * I3)[0]) / (2 * t) / (3 * V1) * GPA
E0 = cell_energy(stretch * I3)[0]


def curvature(xy, yx, step):
    plus = cell_energy(grad_xy(xy, yx) * stretch)[0]
    minus = cell_energy(grad_xy(-xy, -yx) * stretch)[0]
    return (plus + minus - 2 * E0) / step**2 / V1 * GPA


C_sym = curvature(h, h, 2 * h)
C_simple = curvature(2 * h, 0, 2 * h)
assert abs((C_simple - C_sym) / (s0 / 2) - 1) < 5e-3

# Bond anharmonicity: cubic = 2 gives a Morse-like factor 1 - 3*(r-d)/d
C_anh = fit_coefficient(cubic=2.0)[0] / 2
E_anh = cell_energy(F1, cubic=2.0)[0]
assert abs(C_anh / C_wave - 1) < 1e-3

# Vibrational energy density at 300 K: scale of the neglected nuclear motion
temp = 300.0
recip = 2 * np.pi / a * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
n = 6
E_vib = E_zero = 0.0
for m in itertools.product(range(n), repeat=3):
    qq = (np.array(m) + 0.5) / n @ recip
    ev = np.linalg.eigvalsh(force_matrix(qq))
    assert ev[0] > 0
    hw = sc.hbar * np.sqrt(ev / NM / mass) / sc.e
    E_zero += np.sum(hw / 2) / n**3
    E_vib += np.sum(hw / 2 / np.tanh(hw * sc.e / (2 * sc.k * temp))) / n**3
vib_density = E_vib / V0 * GPA
rho = 2 * mass / (V0 * 1e-30)
v_wrong = np.sqrt(K_wrong * 1e9 / rho)
assert abs(v_wrong / v_wave - 2) < 1e-3

print(f"lattice constant: {a / 10:.3f} nm")
print(f"alpha (stretching): {alpha_si:.0f} N/m")
print(f"beta (bending): {beta_si:.0f} N/m")
print(f"cell volume: {V0 / 1000:.6f} nm^3")
print(f"mass density: {rho:.0f} kg/m^3")
for e, u in zip(strains[4:], u_data[4:]):
    print(f"e_xy = {e:.4f}: energy density {u * 1000:.4f} MPa")
print(f"fitted coefficient A of e_xy^2: {A:.2f} GPa")
print(f"wrong constant K = 2A: {K_wrong:.2f} GPa")
print(f"correct C44 = A/2: {C_fit:.2f} GPa")
print(f"C44 from transverse wave: {C_wave:.2f} GPa")
print(f"C44 from closed formula: {C_formula:.2f} GPa")
print(f"ratio K / C44(wave): {K_wrong / C_wave:.4f}")
print(f"Hessian xy,xy: {H[0, 0]:.2f} GPa")
print(f"Hessian xy,yx: {H[0, 1]:.2f} GPa")
print(f"Hessian yx,xy: {H[1, 0]:.2f} GPa")
print(f"Hessian yx,yx: {H[1, 1]:.2f} GPa")
print(f"cell energy, pure shear e = {e1}: {E_pure * 1000:.4f} meV")
print(f"cell energy, simple shear g = {2 * e1}: {E_simple * 1000:.4f} meV")
print(f"sublattice shift at e = {e1}: {shift[2] * 100:.3f} pm")
print(f"true shear stress at e = {e1}: {stress:.3f} GPa")
print(f"du/de at e = {e1}: {du_de:.3f} GPa")
print(f"wrong stress K*e: {K_wrong * e1:.3f} GPa")
print(f"wrong stress K*g: {K_wrong * 2 * e1:.3f} GPa")
print(f"transverse sound speed from wave: {v_wave / 1000:.3f} km/s")
print(f"sound speed from wrong constant: {v_wrong / 1000:.3f} km/s")
print(f"C44 with clamped atoms: {C_clamped:.2f} GPa")
print(f"clamped-atom error: {100 * (C_clamped / C_wave - 1):.2f} %")
print(f"lattice stretch in stress test: {100 * (stretch - 1):.2f} %")
print(f"residual stress: {s0:.3f} GPa")
print(f"apparent C44, symmetric shear, stretched: {C_sym:.2f} GPa")
print(f"apparent C44, simple shear, stretched: {C_simple:.2f} GPa")
print(f"C44 fitted with anharmonic bonds: {C_anh:.2f} GPa")
print(f"anharmonic energy change at e = {e1}: "
      f"{100 * (E_anh / E_pure - 1):.4f} %")
print(f"zero-point energy per cell: {E_zero:.3f} eV")
print(f"vibrational energy per cell at {temp:.0f} K: {E_vib:.3f} eV")
print(f"vibrational energy density: {vib_density:.2f} GPa")
print(f"vibrational density / C44: {100 * vib_density / C_wave:.2f} %")
print("all assertions hold")
```

Printed output:

```
lattice constant: 0.357 nm
alpha (stretching): 130 N/m
beta (bending): 85 N/m
cell volume: 0.011375 nm^3
mass density: 3507 kg/m^3
e_xy = 0.0000: energy density 0.0000 MPa
e_xy = 0.0025: energy density 7.1982 MPa
e_xy = 0.0050: energy density 28.7931 MPa
e_xy = 0.0075: energy density 64.7851 MPa
e_xy = 0.0100: energy density 115.1748 MPa
fitted coefficient A of e_xy^2: 1151.72 GPa
wrong constant K = 2A: 2303.43 GPa
correct C44 = A/2: 575.86 GPa
C44 from transverse wave: 575.86 GPa
C44 from closed formula: 575.86 GPa
ratio K / C44(wave): 4.0000
Hessian xy,xy: 575.86 GPa
Hessian xy,yx: 575.86 GPa
Hessian yx,xy: 575.86 GPa
Hessian yx,yx: 575.86 GPa
cell energy, pure shear e = 0.01: 8.1770 meV
cell energy, simple shear g = 0.02: 8.1783 meV
sublattice shift at e = 0.01: -0.374 pm
true shear stress at e = 0.01: 11.521 GPa
du/de at e = 0.01: 23.036 GPa
wrong stress K*e: 23.034 GPa
wrong stress K*g: 46.069 GPa
transverse sound speed from wave: 12.814 km/s
sound speed from wrong constant: 25.629 km/s
C44 with clamped atoms: 602.24 GPa
clamped-atom error: 4.58 %
lattice stretch in stress test: 0.50 %
residual stress: 6.636 GPa
apparent C44, symmetric shear, stretched: 582.14 GPa
apparent C44, simple shear, stretched: 585.46 GPa
C44 fitted with anharmonic bonds: 575.86 GPa
anharmonic energy change at e = 0.01: -0.0172 %
zero-point energy per cell: 0.413 eV
vibrational energy per cell at 300 K: 0.422 eV
vibrational energy density: 5.94 GPa
vibrational density / C44: 1.03 %
all assertions hold
```
